# Choosing the null-space tolerance for long-lived nuclear spin states: test program

```python
"""
Long-lived nuclear spin states as the null and near-null space of the
dipolar relaxation superoperator Gamma (rigid molecule, isotropic tumbling,
extreme narrowing).

Result under test:
  Gamma = (tau/5) K^T K, where K stacks the commutators with
  G_pq = sum_ij a_p^ij X_q^ij.  Exact invariants commute with all G_pq.
  Slow modes are small nonzero singular values of K.
Symbols:
  tau   rotational correlation time
  b0    dipolar coupling constant (rad/s) at the unit distance r0
  a_p   components of the pair coupling tensor (3 n n^T - 1)/r^3
  X_q   rank-2 two-spin operators
Lengths are in r0 and Gamma in b0^2 tau until results are printed.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
SX = np.array([[0, 1], [1, 0]], complex) / 2
SY = np.array([[0, -1j], [1j, 0]], complex) / 2
SZ = np.array([[1, 0], [0, -1]], complex) / 2


def symmetric_unit(i, j):
    m = np.zeros((3, 3))
    m[i, j] = m[j, i] = 1 / np.sqrt(2)
    return m


TENSOR_BASIS = np.array([np.diag([2., -1., -1.]) / np.sqrt(6),
                         np.diag([0., 1., -1.]) / np.sqrt(2),
                         symmetric_unit(0, 1), symmetric_unit(0, 2),
                         symmetric_unit(1, 2)])


class SpinSystem:
    def __init__(self, n):
        self.n, self.dim = n, 2**n
        self.pairs = list(itertools.combinations(range(n), 2))
        self.spin = [[self.embed(s, k) for s in (SX, SY, SZ)]
                     for k in range(n)]
        local = [np.eye(2) / np.sqrt(2)] + [np.sqrt(2) * s
                                            for s in (SX, SY, SZ)]
        columns = []
        for choice in itertools.product(local, repeat=n):
            op = np.eye(1)
            for factor in choice:
                op = np.kron(op, factor)
            columns.append(op.reshape(-1))
        self.basis = np.array(columns).T
        self.rank2 = np.array([[sum(e[a, b] * self.spin[i][a]
                                    @ self.spin[j][b]
                                    for a in range(3) for b in range(3))
                                for e in TENSOR_BASIS]
                               for i, j in self.pairs])
        self.comm = np.array([[self.generator(x) for x in row]
                              for row in self.rank2])
        self.iz = self.vector(sum(s[2] for s in self.spin))

    def embed(self, op, k):
        return np.kron(np.kron(np.eye(2**k), op),
                       np.eye(2**(self.n - k - 1)))

    def vector(self, op):
        return (self.basis.conj().T @ op.reshape(-1)).real

    def generator(self, h):
        """Real matrix of Q -> -i[h, Q] in the Hermitian product basis."""
        one = np.eye(self.dim)
        ad = np.kron(h, one) - np.kron(one, h.T)
        return (self.basis.conj().T @ (-1j * ad) @ self.basis).real

    def dot(self, i, j):
        return sum(self.spin[i][a] @ self.spin[j][a] for a in range(3))

    def tensors(self, xyz):
        out = []
        for i, j in self.pairs:
            d = xyz[j] - xyz[i]
            r = np.linalg.norm(d)
            out.append((3 * np.outer(d, d) / r**2 - np.eye(3)) / r**3)
        return np.array(out)

    def components(self, xyz):
        return np.einsum('kab,pab->kp', self.tensors(xyz), TENSOR_BASIS)

    def stack(self, comp):
        k = np.tensordot(comp.T, self.comm, axes=(1, 0))
        return k.reshape(-1, self.dim**2)

    def modes(self, comp):
        """Ascending rates, matching modes (rows), number of invariants."""
        r = np.linalg.qr(self.stack(comp), mode='r')
        _, s, vh = np.linalg.svd(r)
        count = int(np.sum(s < 1e-13 * s[0]))
        return s[::-1]**2 / 5, vh[::-1], count

    def algebra_dimension(self, comp):
        """Dimension of the algebra generated by 1 and all G_pq."""
        d = self.dim
        gens = np.tensordot(comp.T, self.rank2, axes=(1, 0))
        gens = gens.reshape(-1, d, d)
        gens = gens / np.max(np.linalg.norm(gens, axis=(1, 2)))
        span = np.eye(d, dtype=complex).reshape(1, -1) / np.sqrt(d)
        while True:
            prod = np.einsum('kab,gbc->kgac', span.reshape(-1, d, d), gens,
                             optimize=True).reshape(-1, d * d)
            cand = np.vstack([span, prod])
            mix = rng.normal(size=(d * d + 20, len(cand))) @ cand
            _, s, vh = np.linalg.svd(mix, full_matrices=False)
            rank = int(np.sum(s > 1e-9 * s[0]))
            if rank == len(span):
                return rank
            span = vh[:rank]


def points(*rows):
    return np.array(rows, float)


def bent_chain(delta):
    c, s = np.cos(delta), np.sin(delta)
    return points([-c, -s, 0], [0, 0, 0], [c, -s, 0])


three, four = SpinSystem(3), SpinSystem(4)

# Physical scale: protons, chosen distance and correlation time
r0, tau = 2.5e-10, 10e-12
gamma_p = const.physical_constants['proton gyromag. ratio'][0]
b0 = const.mu_0 * gamma_p**2 * const.hbar / (4 * np.pi * r0**3)
unit = b0**2 * tau
print(f"unit distance r0 = {r0*1e10:.2f} angstrom")
print(f"correlation time tau = {tau*1e12:.1f} ps")
print(f"dipolar constant b0/2pi = {b0/2/np.pi:.1f} Hz")
print(f"rate unit b0^2 tau = {unit:.6f} s^-1")
print(f"b0*tau = {b0*tau:.3e} (dimensionless)")

# Gamma from an explicit orientational average of the dipolar Hamiltonian
nodes, weights = np.polynomial.legendre.leggauss(3)
turns = 2 * np.pi * np.arange(5) / 5
orientations = [(w / 50, Rotation.from_euler('ZYZ', [al, np.arccos(x), ga])
                 .as_matrix())
                for x, w in zip(nodes, weights)
                for al in turns for ga in turns]


def oriented_generators(xyz):
    out = []
    for w, rot in orientations:
        h = np.zeros((8, 8), complex)
        for i, j in three.pairs:
            d = rot @ (xyz[j] - xyz[i])
            r = np.linalg.norm(d)
            along = [sum(d[a] / r * three.spin[k][a] for a in range(3))
                     for k in (i, j)]
            h += (3 * along[0] @ along[1] - three.dot(i, j)) / r**3
        out.append((w, three.generator(h)))
    return out


def jump_map(gens, x):
    """Mean map between random reorientations; x = b0*tau."""
    return sum(w * np.linalg.inv(np.eye(64) - x * c) for w, c in gens)


scalene = points([0, 0, 0], [1, 0, 0], [0.3, 1.2, 0])
k_scalene = three.stack(three.components(scalene))
gamma_scalene = k_scalene.T @ k_scalene / 5
gens = oriented_generators(scalene)
gamma_quad = -sum(w * c @ c for w, c in gens)
err_quad = np.max(abs(gamma_quad - gamma_scalene))
assert err_quad < 1e-11
x_small = 1e-5
gamma_jump = (np.eye(64) - jump_map(gens, x_small)) / x_small**2
err_jump = np.max(abs(gamma_jump - gamma_scalene)) / np.max(gamma_scalene)
assert err_jump < 1e-3
print(f"Gamma, orientation average: max diff = {err_quad:.1e} b0^2 tau")
print(f"Gamma, jump model: relative diff = {err_jump:.1e}")

# Invariants for a set of geometries; expected counts from block structure
line3 = bent_chain(0.0)
uneven3 = points([0, 0, 0], [1, 0, 0], [2.3, 0, 0])
equilateral = points([0, 0, 0], [1, 0, 0], [0.5, np.sqrt(3) / 2, 0])
rectangle = points([0, 0, 0], [1.4, 0, 0], [1.4, 1, 0], [0, 1, 0])
trapezium = points([-0.7, 0, 0], [0.7, 0, 0], [0.5, 1, 0], [-0.5, 1, 0])
tetrahedron = points([1, 1, 1], [1, -1, -1], [-1, 1, -1],
                     [-1, -1, 1]) / np.sqrt(8)
line4 = points([0, 0, 0], [1, 0, 0], [2, 0, 0], [3, 0, 0])
cases = [("3 straight equal", three, line3, [(6, 1), (1, 2)]),
         ("3 straight unequal", three, uneven3, [(6, 1), (1, 2)]),
         ("3 equilateral", three, equilateral, [(8, 1)]),
         ("3 scalene", three, scalene, [(8, 1)]),
         ("4 rectangle", four, rectangle, [(10, 1), (6, 1)]),
         ("4 trapezium", four, trapezium, [(16, 1)]),
         ("4 tetrahedron", four, tetrahedron, [(16, 1)]),
         ("4 straight equal", four, line4,
          [(9, 1), (1, 1), (3, 1), (3, 1)])]
print("geometry: invariants, algebra dim, slowest nonzero, Iz rate (s^-1)")
for name, system, xyz, blocks in cases:
    comp = system.components(xyz)
    rates, _, count = system.modes(comp)
    alg = system.algebra_dimension(comp)
    assert count == sum(m * m for _, m in blocks), (name, count)
    assert alg == sum(d * d for d, _ in blocks), (name, alg)
    k = system.stack(comp)
    iz_rate = np.sum((k @ system.iz)**2) / 5 / np.sum(system.iz**2)
    b_squared = sum(np.linalg.norm(xyz[i] - xyz[j])**-6
                    for i, j in system.pairs)
    assert abs(iz_rate / (3 * b_squared / system.n) - 1) < 1e-10
    print(f"{name}: {count}, {alg}, {rates[count]*unit:.5f}, "
          f"{iz_rate*unit:.5f}")

# Exceptional signed couplings on a line: b12 b13 + b12 b23 + b13 b23 = 0
special = np.zeros((3, 5))
special[:, 0] = [2, -1, 2]
_, _, n_special = three.modes(special)
assert n_special == 8 and three.algebra_dimension(special) == 10
print(f"couplings (b12,b13,b23)=(2,-1,2): invariants = {n_special}")

# Protected part of the magnetisation, and survival beyond second order
_, vecs, n_line = three.modes(three.components(uneven3))
kept = np.sum((vecs[:n_line] @ three.iz)**2) / np.sum(three.iz**2)
assert abs(kept - 1 / 12) < 1e-10
strong = np.eye(64) - jump_map(oriented_generators(uneven3), 1.0)
n_strong = int(np.sum(np.linalg.svd(strong, compute_uv=False) < 1e-12))
assert n_strong == 5
print(f"straight chain: protected fraction of |Iz|^2 = {kept:.6f}")
print(f"jump model at b0*tau = 1: invariants = {n_strong}")

# Bent three-spin chain: four slow modes
print("bent chain: angle, vector rate, formula, scalar rate, formula, next")
for angle in (179, 178, 176, 174, 170):
    delta = np.radians(180 - angle) / 2
    rates, _, count = three.modes(three.components(bent_chain(delta)))
    vec_rule = 2.25 * np.sin(2 * delta)**2
    sca_rule = 3.0 * np.sin(2 * delta)**2
    assert count == 1 and abs(rates[3] / rates[1] - 1) < 1e-8
    assert rates[1] <= vec_rule * (1 + 1e-9)
    assert rates[4] <= sca_rule * (1 + 1e-9)
    if angle == 179:
        assert abs(rates[1] / vec_rule - 1) < 0.01
        assert abs(rates[4] / sca_rule - 1) < 0.01
        print(f"179 deg lifetimes: vector {1/(rates[1]*unit):.0f} s, "
              f"scalar {1/(rates[4]*unit):.0f} s")
    print(f"{angle} deg: {rates[1]*unit:.4e} {vec_rule*unit:.4e} "
          f"{rates[4]*unit:.4e} {sca_rule*unit:.4e} "
          f"{rates[5]*unit:.4e} s^-1")

# Resolution of the two numerical routes for a minute bend
tiny = 1e-10
comp = three.components(bent_chain(tiny))
rates, _, count = three.modes(comp)
k = three.stack(comp)
direct = np.linalg.eigvalsh(k.T @ k / 5)
true_scalar = 3 * np.sin(2 * tiny)**2
assert count == 1
assert abs(rates[4] / true_scalar - 1) < 0.01
assert abs(rates[1] / (0.75 * true_scalar) - 1) < 0.01
noise = np.max(abs(direct[:5]))
assert noise > 10 * true_scalar
print(f"bend {tiny:.0e} rad, scalar rate formula = "
      f"{true_scalar:.4e} b0^2 tau")
print(f"  from SVD of K = {rates[4]:.4e} b0^2 tau")
print(f"  eigenvalues of Gamma, largest |value| of lowest five = "
      f"{noise:.1e} b0^2 tau")

# Rectangle with one displaced spin: the inversion permutation turns slow
one16 = np.eye(16)
swap = (one16 / 2 + 2 * four.dot(0, 2)) @ (one16 / 2 + 2 * four.dot(1, 3))
swap_vec = four.vector(swap)
k_rect = four.stack(four.components(rectangle))
assert np.max(abs(k_rect @ swap_vec)) < 1e-12
order_vec = four.vector(swap - np.trace(swap) / 16 * one16)
partner = [2, 3, 0, 1]


def displaced(shift):
    xyz = rectangle.copy()
    xyz[3, 0] += shift
    comp = four.components(xyz)
    rates, _, count = four.modes(comp)
    assert count == 1
    tens = dict(zip(four.pairs, four.tensors(xyz)))
    bound = sum(np.sum((t - tens[tuple(sorted((partner[i],
                                               partner[j])))])**2)
                for (i, j), t in tens.items()) / 15
    quotient = (np.sum((four.stack(comp) @ order_vec)**2) / 5
                / np.sum(order_vec**2))
    assert abs(quotient / bound - 1) < 1e-8
    assert rates[1] <= bound * (1 + 1e-9)
    return rates[1], bound, rates[2]


ratio = displaced(0.002)[0] / displaced(0.001)[0]
assert abs(ratio - 4) < 0.12
print(f"rectangle: rate ratio on doubling a small shift = {ratio:.4f}")
print("rectangle: shift, slow rate, upper bound, next rate")
for shift in (0.01, 0.02, 0.04):
    slow, bound, following = displaced(shift)
    print(f"{shift*r0*1e10:.3f} angstrom: {slow*unit:.4e} "
          f"{bound*unit:.4e} {following*unit:.4e} s^-1")

# Rectangle with coherent evolution: J couplings and one shift offset
gamma_rect = k_rect.T @ k_rect / 5 * unit
top = np.linalg.eigvalsh(gamma_rect)[-1]
j_long, j_short = 8.0, 2.0
h_j = 2 * np.pi * (j_long * (four.dot(0, 1) + four.dot(2, 3))
                   + j_short * (four.dot(1, 2) + four.dot(0, 3)))
print(f"J couplings: {j_long:.1f} Hz (long sides), "
      f"{j_short:.1f} Hz (short sides)")
print(f"largest eigenvalue of Gamma, rectangle = {top:.5f} s^-1")
for offset, expected in ((0.0, 2), (0.1, 1), (1.0, 1)):
    h0 = h_j + 2 * np.pi * offset * four.spin[0][2]
    decay = np.sort(np.linalg.eigvals(gamma_rect - four.generator(h0)).real)
    undamped = int(np.sum(decay < 1e-9))
    assert undamped == expected
    assert decay[0] > -1e-9 and decay[-1] < top + 1e-9
    print(f"offset {offset:.1f} Hz: undamped modes = {undamped}, "
          f"slowest damped = {decay[undamped]:.4e} s^-1")

print("every check passed")
```

It prints:

```
unit distance r0 = 2.50 angstrom
correlation time tau = 10.0 ps
dipolar constant b0/2pi = 7687.7 Hz
rate unit b0^2 tau = 0.023332 s^-1
b0*tau = 4.830e-07 (dimensionless)
Gamma, orientation average: max diff = 1.6e-15 b0^2 tau
Gamma, jump model: relative diff = 6.8e-06
geometry: invariants, algebra dim, slowest nonzero, Iz rate (s^-1)
3 straight equal: 5, 37, 0.00893, 0.04703
3 straight unequal: 5, 37, 0.00371, 0.02832
3 equilateral: 1, 64, 0.02937, 0.07000
3 scalene: 1, 64, 0.00444, 0.03309
4 rectangle: 2, 136, 0.00121, 0.04100
4 trapezium: 1, 256, 0.00552, 0.05335
4 tetrahedron: 1, 256, 0.05250, 0.10499
4 straight equal: 4, 100, 0.00269, 0.05307
couplings (b12,b13,b23)=(2,-1,2): invariants = 8
straight chain: protected fraction of |Iz|^2 = 0.083333
jump model at b0*tau = 1: invariants = 5
bent chain: angle, vector rate, formula, scalar rate, formula, next
179 deg lifetimes: vector 62544 s, scalar 46909 s
179 deg: 1.5989e-05 1.5990e-05 2.1318e-05 2.1320e-05 8.9371e-03 s^-1
178 deg: 6.3923e-05 6.3940e-05 8.5219e-05 8.5253e-05 8.9533e-03 s^-1
176 deg: 2.5518e-04 2.5545e-04 3.4005e-04 3.4060e-04 9.0176e-03 s^-1
174 deg: 5.7222e-04 5.7359e-04 7.6196e-04 7.6479e-04 9.1245e-03 s^-1
170 deg: 1.5719e-03 1.5830e-03 2.0876e-03 2.1106e-03 9.4637e-03 s^-1
bend 1e-10 rad, scalar rate formula = 1.2000e-19 b0^2 tau
  from SVD of K = 1.2000e-19 b0^2 tau
  eigenvalues of Gamma, largest |value| of lowest five = 2.1e-15 b0^2 tau
rectangle: rate ratio on doubling a small shift = 4.0018
rectangle: shift, slow rate, upper bound, next rate
0.025 angstrom: 6.7495e-06 6.7702e-06 1.2319e-03 s^-1
0.050 angstrom: 2.7074e-05 2.7207e-05 1.2652e-03 s^-1
0.100 angstrom: 1.0852e-04 1.0981e-04 1.3593e-03 s^-1
J couplings: 8.0 Hz (long sides), 2.0 Hz (short sides)
largest eigenvalue of Gamma, rectangle = 0.14265 s^-1
offset 0.0 Hz: undamped modes = 2, slowest damped = 1.2075e-03 s^-1
offset 0.1 Hz: undamped modes = 1, slowest damped = 1.0050e-04 s^-1
offset 1.0 Hz: undamped modes = 1, slowest damped = 1.3704e-03 s^-1
every check passed
```
